# Zero residual forces and the stability of a symmetric defect geometry: test program

```python
"""
Result under test: a symmetry-constrained relaxation can end with zero force
at a saddle. A hole is shared by two equivalent oxygens beside an acceptor.
x = (x1, x2): outward bond stretches (nm); K: stiffness (eV/nm^2);
G: hole-lattice force (eV/nm); T: hole transfer energy (eV).
E = K(x1^2+x2^2)/2 + lowest eigenvalue of [[-G x1,-T],[-T,-G x2]].
With L = G^2/(2K), the symmetric stationary point is a saddle if L > T,
and the barrier between the two wells is (L-T)^2/(2L).
Parameters are rough choices in the regime of hole polarons in SnO2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

K, G, T = 1000.0, 30.0, 0.15
TEMPERATURE = 300.0          # K
FORCE_TOLERANCE = 0.1        # eV/nm
OXYGEN_MASS_U = 16.0         # rounded atomic mass
BOND_DEPTH = 2.5             # eV, rough, for the anharmonic check
FIELD_MV_CM = 1.0
OXYGEN_SEPARATION = 0.41     # nm, rough distance between apical oxygens


def harmonic(x):
    return 0.5 * K * np.sum(x**2), -K * x


def three_bonds(x):
    """Morse acceptor bond stretches by x; two back bonds shrink by x/2."""
    bond_k = K / 1.5
    a = np.sqrt(bond_k / (2 * BOND_DEPTH))

    def morse(d):
        decay = np.exp(-a * d)
        return (BOND_DEPTH * (1 - decay)**2,
                2 * BOND_DEPTH * a * decay * (1 - decay))

    front, front_slope = morse(x)
    back, back_slope = morse(-x / 2)
    return np.sum(front + 2 * back), -(front_slope - back_slope)


def hole_matrix(x, t, bias):
    return np.array([[-G * x[0] - bias / 2, -t],
                     [-t, -G * x[1] + bias / 2]])


def energy(x, t=T, bias=0.0, elastic=harmonic):
    x = np.asarray(x, float)
    return elastic(x)[0] + np.linalg.eigvalsh(hole_matrix(x, t, bias))[0]


def hole_weights(x, t=T, bias=0.0):
    return np.linalg.eigh(hole_matrix(x, t, bias))[1][:, 0]**2


def forces(x, t=T, bias=0.0, elastic=harmonic):
    x = np.asarray(x, float)
    return elastic(x)[1] + G * hole_weights(x, t, bias)


def relax(x, tolerance, symmetrize=False, **model):
    x = np.array(x, float)
    for step in range(5000):
        f = forces(x, **model)
        if symmetrize:
            f = np.full(2, f.mean())
        if np.max(np.abs(f)) < tolerance:
            return x, step
        x = x + 0.3 / K * f
    raise RuntimeError("relaxation did not converge")


def hessian_eigenvalues(x, **model):
    h = 1e-5
    columns = [-(forces(x + h * e, **model) - forces(x - h * e, **model))
               / (2 * h) for e in np.eye(2)]
    matrix = np.array(columns).T
    return np.linalg.eigh((matrix + matrix.T) / 2)


# Forces against energy differences, for both elastic laws and with bias.
for elastic in (harmonic, three_bonds):
    for bias in (0.0, 0.04):
        point, h = np.array([0.017, 0.006]), 1e-5
        numeric = np.array([
            -(energy(point + h * e, bias=bias, elastic=elastic)
              - energy(point - h * e, bias=bias, elastic=elastic)) / (2 * h)
            for e in np.eye(2)])
        assert np.allclose(numeric, forces(point, bias=bias, elastic=elastic),
                           atol=1e-4)

# At symmetric geometries the energy has no slope in the odd direction.
odd = np.array([1.0, -1.0])
for stretch in (-0.004, 0.003, 0.02):
    p = np.full(2, stretch)
    for elastic in (harmonic, three_bonds):
        slope = (energy(p + 1e-5 * odd, elastic=elastic)
                 - energy(p - 1e-5 * odd, elastic=elastic)) / 2e-5
        assert abs(slope) < 1e-7

# Constrained relaxation, checked afterwards with all unsymmetrized forces.
L = G**2 / (2 * K)
saddle, saddle_steps = relax([0, 0], 1e-8, symmetrize=True)
residual = np.max(np.abs(forces(saddle)))
saddle_eigs, saddle_modes = hessian_eigenvalues(saddle)
assert residual < 1e-7
assert np.allclose(saddle, G / (2 * K), atol=1e-9)
assert np.allclose(saddle_eigs, [K * (1 - L / T), K], rtol=1e-4)
assert abs(abs(saddle_modes[:, 0] @ odd) / np.sqrt(2) - 1) < 1e-6
free_end, _ = relax([0, 0], 0.01)
assert np.max(np.abs(free_end - saddle)) < 2e-5

# Nudges below and above the displacement hidden by the force tolerance.
hidden_u = FORCE_TOLERANCE / abs(saddle_eigs[0])
stuck, stuck_steps = relax(saddle + 0.9 * hidden_u * odd, FORCE_TOLERANCE)
freed, freed_steps = relax(saddle + 1.1 * hidden_u * odd, FORCE_TOLERANCE)
assert stuck_steps == 0 and freed_steps > 0
well, _ = relax(freed, 1e-8)
other_well, _ = relax(saddle - 1.1 * hidden_u * odd, 1e-8)
well_eigs, _ = hessian_eigenvalues(well)
well_u = (well[0] - well[1]) / 2
barrier = energy(saddle) - energy(well)
weights = hole_weights(well)
assert np.max(np.abs(freed - well)) < 5e-4
assert np.allclose(well, other_well[::-1], atol=1e-9)
assert abs(well_u - np.sqrt(L**2 - T**2) / G) < 1e-8
assert abs(barrier - (L - T)**2 / (2 * L)) < 1e-9
assert np.allclose(well_eigs, [K * (1 - T**2 / L**2), K], rtol=1e-4)
assert abs(weights[0] - (1 + np.sqrt(1 - T**2 / L**2)) / 2) < 1e-8

# Minimum over the even coordinate for each odd displacement.
path_u = np.linspace(-well_u, well_u, 41)
path_energy = np.array([
    minimize_scalar(lambda s: energy([s + u, s - u]), bounds=(-0.02, 0.05),
                    method="bounded", options={"xatol": 1e-8}).fun
    for u in path_u])
assert np.argmax(path_energy) == 20
assert abs(path_energy.max() - energy(well) - barrier) < 1e-6


# Stability threshold and a control in which symmetry is stable.
def lowest_symmetric_curvature(t):
    point, _ = relax([0, 0], 1e-8, symmetrize=True, t=t)
    return hessian_eigenvalues(point, t=t)[0][0]


threshold = brentq(lowest_symmetric_curvature, 0.2, 0.8)
assert abs(threshold - L) < 1e-4
control_t = 0.60
control_curvature = lowest_symmetric_curvature(control_t)
control, _ = relax(saddle + 0.005 * odd, 1e-8, t=control_t)
assert control_curvature > 0 and np.allclose(control, saddle, atol=1e-8)

# Quartic expansion: accurate near the saddle, poor at these wells.
quadratic = K * (1 - L / T)
quartic = G**4 / (8 * T**3)
small_u = 0.001
change = energy(saddle + small_u * odd) - energy(saddle)
quartic_part = change - quadratic * small_u**2
assert abs(quartic_part / (quartic * small_u**4) - 1) < 0.03
quartic_barrier = quadratic**2 / (4 * quartic)

# Bond anharmonicity.
anh_saddle, _ = relax([0, 0], 1e-8, symmetrize=True, elastic=three_bonds)
anh_well, _ = relax(anh_saddle + 0.001 * odd, 1e-8, elastic=three_bonds)
anh_eigs, _ = hessian_eigenvalues(anh_saddle, elastic=three_bonds)
anh_well_eigs, _ = hessian_eigenvalues(anh_well, elastic=three_bonds)
anh_barrier = (energy(anh_saddle, elastic=three_bonds)
               - energy(anh_well, elastic=three_bonds))
assert anh_eigs[0] < 0 < anh_well_eigs[0] and anh_barrier > 0

# Quantum motion in u; both oxygens move, so the mass is twice that of one.
ev = const.e
mass = OXYGEN_MASS_U * const.atomic_mass
to_si = ev / 1e-18


def quantum_ev(stiffness):
    return const.hbar * np.sqrt(abs(stiffness) * to_si / mass) / ev


hw = quantum_ev(K)
kinetic = const.hbar**2 / (4 * mass) / ev * 1e18


def profile(u):
    return energy(saddle + u * odd)


def vibrational_levels(size):
    root = np.sqrt(np.arange(1, size))
    position = np.sqrt(kinetic / hw) * (np.diag(root, 1) + np.diag(root, -1))
    oscillator = np.diag(hw * (np.arange(size) + 0.5))
    nodes, vectors = np.linalg.eigh(position)
    extra = np.array([profile(u) - K * u**2 for u in nodes])
    single = oscillator + (vectors * extra) @ vectors.T
    even_energy = K * saddle[0]**2 - G * saddle[0]
    double = (np.kron(np.eye(2), oscillator + even_energy * np.eye(size))
              - G * np.kron(np.diag([1, -1]), position)
              - T * np.kron(np.array([[0, 1], [1, 0]]), np.eye(size)))
    return np.linalg.eigvalsh(single)[:2], np.linalg.eigvalsh(double)[:2]


adiabatic, vibronic = vibrational_levels(100)
for coarse, fine in zip(vibrational_levels(75), (adiabatic, vibronic)):
    assert np.allclose(coarse, fine, atol=1e-6)
thermal = const.k * TEMPERATURE / ev
splitting_adiabatic = adiabatic[1] - adiabatic[0]
splitting_vibronic = vibronic[1] - vibronic[0]
zero_point = vibronic[0] - energy(well)
assert 0 < zero_point < barrier
assert max(splitting_adiabatic, splitting_vibronic) < thermal
assert abs(vibronic[0] - adiabatic[0]) < 0.1 * barrier

# Classical transition-state rate from a full integral over one well.
well_integral = quad(lambda u: np.exp(-(profile(u) - energy(well)) / thermal),
                     0, 0.06, points=[well_u], epsabs=1e-12)[0]
speed = np.sqrt(const.k * TEMPERATURE / (2 * np.pi * 2 * mass))
rate = speed * np.exp(-barrier / thermal) / (well_integral * 1e-9)
attempt = quantum_ev(well_eigs[0]) * ev / const.h
harmonic_rate = attempt * np.exp(-barrier / thermal)
assert 0.5 < rate / harmonic_rate < 2
crossover = quantum_ev(saddle_eigs[0]) * ev / (2 * np.pi * const.k)

# A field makes the oxygens inequivalent.
bias = FIELD_MV_CM * 0.1 * OXYGEN_SEPARATION
field_force = forces(saddle, bias=bias)
low, _ = relax(well, 1e-8, bias=bias)
high, _ = relax(other_well, 1e-8, bias=bias)
from_symmetric, _ = relax(saddle, 1e-8, bias=bias)
field_difference = energy(high, bias=bias) - energy(low, bias=bias)
high_eigs, _ = hessian_eigenvalues(high, bias=bias)
assert np.max(np.abs(field_force)) > FORCE_TOLERANCE
assert np.allclose(from_symmetric, low, atol=1e-8)
assert high[1] > high[0] and high_eigs[0] > 0 and field_difference > 0
assert abs(field_difference / (bias * (weights[0] - weights[1])) - 1) < 0.02


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Stiffness k", K, "eV/nm^2")
show("Hole-lattice force G", G, "eV/nm")
show("Transfer energy t", T, "eV")
show("Relaxation energy Lambda", L, "eV")
show("Symmetric stretch of each bond", saddle[0], "nm")
show("Constrained relaxation steps", saddle_steps)
show("Largest residual force at saddle", residual, "eV/nm", 2)
show("Saddle odd Hessian eigenvalue", saddle_eigs[0], "eV/nm^2")
show("Saddle even Hessian eigenvalue", saddle_eigs[1], "eV/nm^2")
show("Force tolerance", FORCE_TOLERANCE, "eV/nm")
show("Odd displacement hidden by tolerance", hidden_u, "nm", 3)
show("Steps from nudge 0.9 times hidden value", stuck_steps)
show("Steps from nudge 1.1 times hidden value", freed_steps)
show("Well displacement |u|", well_u, "nm", 4)
show("Long bond stretch in well", well[0], "nm", 4)
show("Short bond stretch in well", well[1], "nm", 3)
show("Hole weight on favoured oxygen", weights[0], "", 4)
show("Saddle energy", energy(saddle), "eV")
show("Well energy", energy(well), "eV")
show("Barrier and acceptor-level error", barrier, "eV", 4)
show("Well odd Hessian eigenvalue", well_eigs[0], "eV/nm^2", 4)
show("Threshold transfer energy from scan", threshold, "eV", 4)
show("Control transfer energy", control_t, "eV")
show("Control odd Hessian eigenvalue", control_curvature, "eV/nm^2", 4)
show("Barrier from quartic truncation", quartic_barrier, "eV", 3)
show("Rough bond depth in Morse check", BOND_DEPTH, "eV")
show("Anharmonic saddle eigenvalue", anh_eigs[0], "eV/nm^2", 4)
show("Anharmonic long bond stretch", anh_well[0], "nm", 3)
show("Anharmonic barrier", anh_barrier, "eV", 3)
show("Oxygen mass", OXYGEN_MASS_U, "u")
show("Uncoupled vibrational quantum", 1000 * hw, "meV", 3)
show("Saddle imaginary quantum, magnitude",
     1000 * quantum_ev(saddle_eigs[0]), "meV", 3)
show("Zero-point energy above well", 1000 * zero_point, "meV", 3)
show("Adiabatic tunnelling splitting", 1000 * splitting_adiabatic, "meV", 3)
show("Two-state tunnelling splitting", 1000 * splitting_vibronic, "meV", 3)
show("Temperature", TEMPERATURE, "K")
show("Thermal energy", 1000 * thermal, "meV", 3)
show("Classical hopping rate", rate, "1/s", 2)
show("Harmonic estimate of hopping rate", harmonic_rate, "1/s", 2)
show("Tunnelling crossover temperature", crossover, "K", 2)
show("Boltzmann factor exp(barrier/kT)", np.exp(barrier / thermal), "", 3)
show("Applied field", FIELD_MV_CM, "MV/cm")
show("Rough apical oxygen separation", OXYGEN_SEPARATION, "nm")
show("Field-induced site-energy difference", bias, "eV", 3)
show("Field-induced force at old saddle", np.max(np.abs(field_force)),
     "eV/nm", 3)
show("Energy difference of wells in field", field_difference, "eV", 3)
show("Higher-well lowest eigenvalue in field", high_eigs[0], "eV/nm^2", 3)
print("success")
```

It prints:

```
Stiffness k: 1000 eV/nm^2
Hole-lattice force G: 30 eV/nm
Transfer energy t: 0.15 eV
Relaxation energy Lambda: 0.45 eV
Symmetric stretch of each bond: 0.015 nm
Constrained relaxation steps: 60
Largest residual force at saddle: 7.6e-09 eV/nm
Saddle odd Hessian eigenvalue: -2000 eV/nm^2
Saddle even Hessian eigenvalue: 1000 eV/nm^2
Force tolerance: 0.1 eV/nm
Odd displacement hidden by tolerance: 5e-05 nm
Steps from nudge 0.9 times hidden value: 0
Steps from nudge 1.1 times hidden value: 26
Well displacement |u|: 0.01414 nm
Long bond stretch in well: 0.02914 nm
Short bond stretch in well: 0.000858 nm
Hole weight on favoured oxygen: 0.9714
Saddle energy: -0.375 eV
Well energy: -0.475 eV
Barrier and acceptor-level error: 0.1 eV
Well odd Hessian eigenvalue: 888.9 eV/nm^2
Threshold transfer energy from scan: 0.45 eV
Control transfer energy: 0.6 eV
Control odd Hessian eigenvalue: 250 eV/nm^2
Barrier from quartic truncation: 0.0333 eV
Rough bond depth in Morse check: 2.5 eV
Anharmonic saddle eigenvalue: -2204 eV/nm^2
Anharmonic long bond stretch: 0.0361 nm
Anharmonic barrier: 0.15 eV
Oxygen mass: 16 u
Uncoupled vibrational quantum: 51.1 meV
Saddle imaginary quantum, magnitude: 72.3 meV
Zero-point energy above well: 23.8 meV
Adiabatic tunnelling splitting: 0.234 meV
Two-state tunnelling splitting: 0.192 meV
Temperature: 300 K
Thermal energy: 25.9 meV
Classical hopping rate: 2.4e+11 1/s
Harmonic estimate of hopping rate: 2.4e+11 1/s
Tunnelling crossover temperature: 1.3e+02 K
Boltzmann factor exp(barrier/kT): 47.9
Applied field: 1 MV/cm
Rough apical oxygen separation: 0.41 nm
Field-induced site-energy difference: 0.041 eV
Field-induced force at old saddle: 2.03 eV/nm
Energy difference of wells in field: 0.0386 eV
Higher-well lowest eigenvalue in field: 871 eV/nm^2
success
```
